# Density response of a plasma to modulated power: two derivations, part 2

How does the mean density $n=n_0(1+x)$ of an electron–positive-ion plasma respond to absorbed power $P=P_0(1+p)$? The electron temperature is $T=T_0(1+y)$. Changes are small, subscript 0 means steady, and a dot is a time derivative. $T$ and energies are in eV; $e$ is the elementary charge, $M$ the ion mass and $V$ the volume.

Ionization and wall-loss frequencies $\nu_i,\nu_L$ have logarithmic temperature slopes $s_i,s_L$; both equal $1/\tau$ in the steady state. Each pair costs collisional energy $C(T)$ and wall energy $\kappa T$ (constant $\kappa$, including $T/2$ for the presheath), with steady total $E_T$. The energy time is $\tau_E=3T_0\tau/(2E_T)$, and $w$ is the logarithmic temperature slope of energy loss per electron.

The first derivation used particle balance and power per electron:

$$\dot n=[\nu_i(T)-\nu_L(T)]n. \tag{1}$$

$$\tau\dot x=(s_i-s_L)y. \tag{7}$$

$$\boxed{\frac{x}{p}=\frac{1}{1+i\omega\tau_n-b\omega^2}} \tag{11}$$

$$\tau_n=\frac{w}{s_i-s_L}\tau+\tau_E,\qquad
b=\frac{\tau_E\tau}{s_i-s_L}. \tag{12}$$

$$f_c=\frac{1}{2\pi\tau_n}. \tag{13}$$

It took Bohm loss, at speed $\sqrt{eT/M}$ and fixed edge-to-mean density ratio $h$, so $s_L=1/2$.

The second derivation starts from diffusion with coefficient $D(T)$ and zero edge density. At uniform temperature the density keeps its fundamental-mode shape, with wavenumber $k_0$ and $\nu_i(T_0)=D_0k_0^2=1/\tau$. For fixed ion momentum-loss frequency $\nu_{in}$, $D\propto T$ and $s_L=1$.

The example has 40 u ions, 10 mTorr, 500 K gas, 500 W, radius and height 15 cm, and $h=0.3$. Ionization and excitation coefficients are $5\times10^{-8}e^{-E/T}\ \mathrm{cm^3/s}$, with $E=16$ and 12 eV. Then $T_0=2.589$ eV, $\tau=50.0\ \mu$s, $s_i=6.18$, $C_0=72.36$ eV, $\kappa T_0=18.59$ eV, $E_T=90.95$ eV, $\tau_E=2.14\ \mu$s and $\tau_n=39.7\ \mu$s; $\nu_iC$ has slope 4.972.

### Creation and loss as separate flows

The mean density can now be used without losing spatial information at this order. Let $G=\nu_in$ be the pair creation rate per unit volume and $L=Dk_0^2n$ the loss rate. In the steady state

$$G_0=L_0=\frac{n_0}{\tau}.$$

Let $g$ and $\ell$ be their relative changes. Since each rate is a frequency times density,

$$g=x+s_iy,\qquad \ell=x+s_Ly. \tag{20}$$

Particle conservation, $\dot n=G-L$, becomes, after division by $n_0/\tau$,

$$\tau\dot x=g-\ell. \tag{21}$$

The absorbed power pays for collisions when pairs are created, for wall energy when pairs are lost, and for any increase in electron thermal energy:

$$\frac{P}{eV}=C(T)G+\kappa TL+\frac{d}{dt}\left(\frac32nT\right). \tag{22}$$

The timing matters. A pair created now incurs its wall cost when it leaves.

Let $c=d\ln C/d\ln T$, and let $\alpha=C_0/E_T$ be the collisional share of the energy cost. Linearize equation (22) and divide by the steady power per volume, $E_Tn_0/\tau$. The collision term changes by $\alpha(g+cy)$. The wall term changes by $(1-\alpha)(\ell+y)$, where the separate $y$ comes from the factor $T$. The storage term is $\tau_E(\dot x+\dot y)$. Thus

$$p=\alpha(g+cy)+(1-\alpha)(\ell+y)+\tau_E(\dot x+\dot y). \tag{23}$$

Equation (21) gives $g=\ell+\tau\dot x$. Substituting it and collecting the two terms in $\ell$, whose coefficients add to one, gives

$$p=\ell+\alpha\tau\dot x+[\alpha c+1-\alpha]y+\tau_E(\dot x+\dot y).$$

Now insert $\ell=x+s_Ly$:

$$p=x+\alpha\tau\dot x+[s_L+\alpha c+1-\alpha]y
+\tau_E(\dot x+\dot y). \tag{24}$$

Subtracting the two relations in equation (20) gives $g-\ell=(s_i-s_L)y$. With equation (21),

$$y=\frac{\tau}{s_i-s_L}\dot x,\qquad
\dot y=\frac{\tau}{s_i-s_L}\ddot x.$$

Equation (24) becomes

$$b\ddot x+\tau_n\dot x+x=p, \tag{25}$$

where $b=\tau_E\tau/(s_i-s_L)$ as before and

$$\boxed{\tau_n=\tau\left[\alpha+
\frac{s_L+\alpha c+1-\alpha}{s_i-s_L}\right]+\tau_E.} \tag{26}$$

Replacing each time derivative by $i\omega$ recovers the first response function.

To show that the two expressions for $\tau_n$ agree, note that $\nu_iC$ has slope $s_i+c$ and $\nu_L\kappa T$ has slope $s_L+1$. Hence

$$w=\alpha(s_i+c)+(1-\alpha)(s_L+1).$$

Writing $s_i=(s_i-s_L)+s_L$ gives

$$w=\alpha(s_i-s_L)+s_L+\alpha c+1-\alpha .$$

Division by $s_i-s_L$ produces the bracket in equation (26).

### What makes the response faster or slower

The first term, $\alpha\tau$, reflects the timing of the energy cost. During a density rise, loss lags creation, so the wall cost of the additional pairs is not yet fully due. More power is available for ionization, and the density rises sooner than if the entire cost were charged at creation.

The remaining terms in the bracket come from the temperature excursion that accompanies a density rise. Greater wall loss contributes $s_L$, greater energy per lost pair contributes $1-\alpha$, and the change in collisional cost contributes $\alpha c$. For the example with Bohm loss, $\alpha=72.36/90.95=0.796$ and $c=4.972-6.180=-1.208$. Collisional cost falls because a temperature rise increases ionization more strongly than excitation. Thus

$$\frac{\tau_n}{\tau}=0.796+
\frac{0.500-0.961+0.204}{5.680}+0.043=0.793.$$

The temperature terms together contribute $-0.045$, but this small sum hides larger parts: $0.088$ from greater wall loss, $-0.169$ from the falling collisional cost and $0.036$ from the greater energy per lost pair. The ratio is below one in this example because the delayed wall cost, which contributes $\alpha-1=-0.204$, and the falling collisional cost outweigh the terms that lengthen the response.

Two limits isolate the effect of wall loss. If the whole cost is fixed and charged at creation, then $\alpha=1$ and $c=0$. With negligible $\tau_E$,

$$\tau_n=\tau\left(1+\frac{s_L}{s_i-s_L}\right)
=\frac{s_i}{s_i-s_L}\tau.$$

A temperature-independent loss frequency has $s_L=0$ and gives $\tau_n=\tau$. Bohm loss gives $1.088\tau$ for the example's $s_i$, because the higher temperature during a density rise also increases loss.

### A small power step and a full afterglow

Equation (25) gives a time-domain meaning to $\tau_n$. Let a small constant $p$ be switched on at $t=0$, with $x=\dot x=0$ initially. At late time $x=p$ and $\dot x=0$. Integration gives

$$\int_0^\infty(p-x)\,dt=\tau_np. \tag{27}$$

The integral of the density shortfall, divided by the final change, is $\tau_n$. This holds even though the response contains two exponentials. Their times in the example are 39.2 and $0.48\ \mu$s.

Switching the power off completely is a different problem. In the nonlinear Bohm-loss model, density takes $31.6\ \mu$s to fall to 70 percent of its initial value. An exponential with the small-signal slow time would take $14.0\ \mu$s. The direction of the difference follows from equation (1): ionization cannot be negative, and wall loss cannot exceed its initial frequency while the electrons cool. The time must therefore be at least $\tau\ln(1/0.7)=17.8\ \mu$s. By the end of the computed interval $T=0.44$ eV, so the Bohm speed has fallen to $\sqrt{0.443/2.589}=0.41$ of its initial value.

A small density excess relaxes faster than $\tau$ when $\tau\dot x<-x$, which by equations (20) and (21) means $g<s_Ly$: cooling must bring pair creation below its steady rate by more than it lowers the wall-loss frequency. This happens in the example. The measured corner should not be read directly as the decay rate of a full afterglow.

Large modulation need not have an equally large effect. At $f_c$, with 50 percent power modulation, the nonlinear model gives a fundamental gain of 0.704 and lag of $45.5^\circ$, against 0.711 and $45.3^\circ$ in the linear theory. This comparison covers one frequency and one set of parameters.

### Relation to a real reactor

The example lies in the rough regime of a low-pressure inductive etch reactor: pressures of a few to tens of mTorr, electron temperatures of a few eV and densities around $10^{10}$ to $10^{12}\ \mathrm{cm^{-3}}$. Its gas and rate coefficients are simplified, not those of a particular etch chemistry. Real etch gases are often molecular and can form negative ions, which this theory omits; its corner cannot then be used without additional particle balances.

Stepwise ionization is another departure. Suppose a fraction $f$ of steady ionization is proportional to density through excited atoms that respond without delay. Keep the steady state fixed and charge each ionization $E_{iz}=16$ eV. Particle balance becomes $\tau\dot x=fx+(s_i-s_L)y$, and energy loss gains the relative term $f(E_{iz}/E_T)x$. Eliminating $y$ changes the coefficient of $x$ in equation (25) from one to

$$1+f\left(\frac{E_{iz}}{E_T}-\frac{w}{s_i-s_L}\right).$$

For $f=0.2$ this is 0.885. The restoring action is weaker, and the slow time increases by 13 percent.

Coupling can also depend on density. If absorbed power varies as $p=p_g+\eta x$, where $p_g$ is the imposed modulation and $\eta$ a constant, the coefficient of $x$ becomes $1-\eta$. For negligible $b$ and $\eta<1$, the response time is $\tau_n/(1-\eta)$. An assumed $\eta=0.2$ would lengthen it by 25 percent.

A crude slab estimate, with diffusivity equal to one third of mean free path times mean speed, gives a gas heat-spreading time of 1.5 ms. The kinetic-theory conductivity and the cylindrical shape shorten it to between 0.25 and 0.6 ms. This is comparable with the 0.25 ms period at 4 kHz, though still long compared with $1/\omega\approx40\ \mu$s. Pressure waves can move gas faster than this, and gas heating is not calculated here. Frozen gas therefore remains an assumption, and a less secure one at lower modulation frequency. A diffusion estimate gives about $0.06\ \mu$s for electron heat to spread. The electron mean free path is comparable with the half-height, so this is only an order of magnitude. It is well below the fast time of $0.48\ \mu$s on which electron energy adjusts, which favors a nearly uniform temperature. Small differences still matter for ionization: with $s_i=6.18$, a 6 percent temperature difference changes its frequency by a factor of about 1.4. The Maxwellian assumption is less secure: with the model rates, inelastic collisions remove an electron of 16 to 19 eV in 0.1 to $0.2\ \mu$s (the $0.05\ \mu$s obtained from the prefactors alone is the limit of very high energy), while Coulomb collisions need about $0.7\ \mu$s to move it across an energy width $T$ near threshold (the full slowing-down time at 16 eV is about $9\ \mu$s). Depletion is thus several times faster than Coulomb refilling. Making the ionization and excitation slopes 20 percent steeper, with the steady state held fixed, changes $\tau_n$ by $-2.5$ percent. That measures sensitivity to the slopes, not the full error of a Maxwellian distribution. In particular, Coulomb refilling is proportional to density, so a depleted tail makes the ionization frequency depend on density, which equation (7) excludes; the size of this effect is not calculated here.

### What each derivation assumes

The first derivation assumes that wall loss is a function of temperature times mean density. It permits Bohm loss with $s_L=1/2$, but takes the fixed profile factor $h$ as given. The second obtains the fixed profile from diffusion, at the price of excluding ion inertia. For diffusion proportional to temperature, $s_L=1$. With the same steady state and energy costs, this makes $\tau_n$ 12 percent longer than the Bohm value.

The choice matters here because the ion mean free path is 5.2 mm, much shorter than the 75 mm half-height, whereas the time to cross that half-height at the Bohm speed is $30\ \mu$s, comparable with $\tau_n$. Ion collisions are therefore frequent, but this does not establish diffusion with a fixed coefficient and zero edge density. The example's edge density, 0.3 of the mean, is not small, and ions accelerated by the field between collisions can move faster than the gas atoms, which makes $\nu_{in}$ depend on their speed. Neither derivation calculates a delay due to ion inertia.

Both routes use uniform electron temperature, temperature-dependent rate coefficients, a frozen gas and the same types of energy loss. They also share the presheath cost $T/2$. In a collisional plasma the potential between the mean density and the edge density is instead about $T\ln(1/0.3)=1.2T$, which would add roughly 1.8 eV to the 91 eV pair cost. Agreement between the derivations does not test these shared assumptions. It shows that the same response follows whether density is controlled through power per electron or through the separate costs of creating and losing pairs. The numerical output gives the remaining values for the example.

## Computed values

```
Pressure 10 mTorr; gas 500 K; P 500 W
Radius 15 cm; height 15 cm
Edge/mean density 0.3; ion mass 40 u
Ionization 16 eV; excitation 12 eV
Rate prefactors iz, ex: 5e-08, 5e-08 cm3/s
Elastic rate coefficient: 1e-07 cm3/s
Gas density: 1.931e+14 cm^-3
Volume/area: 3.75 cm
Electron temperature: 2.589 eV
Bohm speed: 2499 m/s
Electron density: 1.619e+11 cm^-3
Sheath drop / T: 4.68
Wall energy / T, kappa: 7.18
Collisional energy per pair: 72.36 eV
Wall energy per pair: 18.59 eV
Total energy per pair: 90.95 eV
Confinement time tau: 50.02 us
Energy time tau_E: 2.136 us
Ionization slope s_i: 6.18
Collisional-loss slope: 4.972
Total energy-loss slope w: 4.262
Density time tau_n: 39.67 us
Ratio tau_n/tau: 0.793
Coefficient b: 18.81 us^2
Simple corner 1/(2 pi tau): 3.182 kHz
Corner 1/(2 pi tau_n): 4.012 kHz
45-degree frequency: 3.965 kHz
Half-power frequency: 4.061 kHz
Slow pole time: 39.19 us
Fast pole time: 0.48 us
Fixed-cost Bohm time / tau: 1.088
f/fc 0.1: gain 0.9952, lag 5.71 deg
f/fc 1: gain 0.7113, lag 45.34 deg
f/fc 10: gain 0.09998, lag 91.12 deg
f/fc 100: gain 0.006448, lag 139.85 deg
Temperature/density amplitude at fc: 0.222
50% modulation at fc: gain 0.7041, lag 45.51 deg
Power-off time to 70% density: 31.59 us
Slow-pole time to 70%: 13.98 us
Temperature at 70% density: 0.4434 eV
Diffusive-loss change of tau_n: 11.62 %
20% steeper-rates change of tau_n: -2.49 %
20% stepwise change of slow time: 12.92 %
Electron heat-spreading time: 0.05801 us
Tail Coulomb refill time: 8.538 us
Tail inelastic-loss time scale: 0.05178 us
Gas heat-spreading time: 1.452 ms
Ion-neutral cross section: 1e-14 cm2
Gas-gas cross section: 4e-15 cm2
Ion mean free path: 5.178 mm
Ion half-height transit time: 30.01 us
```
